\section*{How Mass Anisotropy Reduces Exchange in Silicon and Germanium Valleys}

\section{What a spherical valley gets wrong}

Exchange between conduction electrons lowers the conduction band of a heavily doped semiconductor and so contributes to the narrowing of its gap. A quick estimate replaces each ellipsoidal valley by a spherical one. For germanium with $5\times10^{19}$ electrons per cm$^3$ this gives an exchange energy of $-0.0154$ eV per electron, whereas the ellipsoidal valleys of the model below give $-0.0130$ eV. The estimate is too large in magnitude by 19 percent of the ellipsoidal value. A better choice of effective mass cannot repair it: at fixed density and zero temperature, the exchange energy of a spherical valley contains no mass. What is missing is the shape of the Fermi surface.

The algebra uses atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$. Numbers are given in eV and angstrom, with densities in cm$^{-3}$.

\section{First case: spherical valleys}

Let $\nu$ equivalent valleys share the density $n$ equally, with both spins present and temperature zero. The interaction is $1/(\varepsilon r)$, where $\varepsilon$ is the static relative permittivity. Exchange is taken to first order, with the occupied states of the non-interacting gas, and only between electrons of the same valley. The neglected intervalley part is estimated at the end.

For a Slater determinant, exchange contributes minus one half of the exchange integral for each ordered pair of equal-spin states. For plane-wave envelopes in a volume $V$, that integral is the Fourier transform of the interaction, $4\pi/(\varepsilon V|\mathbf k-\mathbf k'|^2)$. Each sum over states becomes $V\int d^3k/(2\pi)^3$. With $g=2\nu$ combinations of spin and valley, the exchange energy per volume is
\begin{equation}
n\epsilon_x=-\frac g2\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\,
\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2},
\label{pair}
\end{equation}
where both points lie in the same occupied region, of volume $\Omega_F$. Here $\epsilon_x$ is the energy per electron.

Write $\mathbf k'=\mathbf k+r\mathbf n$. The volume element $r^2dr\,d\Omega$ cancels the Coulomb denominator, and the integral over $\mathbf k'$ becomes $\int d\Omega\,L(\mathbf k,\mathbf n)$, where $L$ is the distance from $\mathbf k$ to the surface along $\mathbf n$. Let $\bar L$ be its mean over interior points and directions. Since $n=g\Omega_F/(2\pi)^3$,
\begin{equation}
\epsilon_x=-\frac12\,\frac{4\pi}{\varepsilon}\,\frac{4\pi\bar L}{(2\pi)^3}
=-\frac{\bar L}{\pi\varepsilon}.
\label{ray}
\end{equation}

For a sphere of radius $k_F$, fix the direction and sort the interior points into parallel chords. A chord at distance $b$ from the centre has length $\ell=2\sqrt{k_F^2-b^2}$, and the distances to its end integrate to $\int_0^\ell s\,ds=\ell^2/2$. Hence
\begin{equation}
\bar L=\frac{3}{4\pi k_F^3}\int_0^{k_F}2\pi b\;2(k_F^2-b^2)\,db
=\frac{3}{4\pi k_F^3}\,\pi k_F^4=\frac{3k_F}{4}.
\end{equation}
Each valley holds $n/\nu=2(4\pi k_F^3/3)/(2\pi)^3$ electrons per volume, so
\begin{equation}
\epsilon_x^{\rm sph}=-\frac{3k_F}{4\pi\varepsilon},\qquad
k_F=\left(\frac{3\pi^2n}{\nu}\right)^{1/3}.
\label{sphere}
\end{equation}
For $\nu=\varepsilon=1$ this is the exchange energy of the uniform electron gas, $-(3/4\pi)(3\pi^2n)^{1/3}$. No mass appears, because the density alone fixes the radius.

\section{Second case: ellipsoidal valleys}

Now let the kinetic energy be $\sum_i k_i^2/(2m_i)$, measured from the valley minimum. Define
\begin{equation}
m_d=(m_1m_2m_3)^{1/3},\qquad a_i=\frac{m_i}{m_d},\qquad
k_i=\sqrt{a_i}\,q_i .
\end{equation}
Since $a_1a_2a_3=1$, the Jacobian is one. The energy becomes $q^2/(2m_d)$, and the ellipsoid maps onto a sphere with the same volume, hence with the $k_F$ of Eq.~(\ref{sphere}). The Coulomb denominator does change. With $\mathbf p=\mathbf q-\mathbf q'=p\,\mathbf n$,
\begin{equation}
|\mathbf k-\mathbf k'|^2=p^2X(\mathbf n),\qquad X(\mathbf n)=\sum_i a_in_i^2 .
\end{equation}

Let $O(p)$ be the volume of points $\mathbf q$ for which both $\mathbf q$ and $\mathbf q-\mathbf p$ lie in the sphere. It depends only on the length of $\mathbf p$. The double integral therefore separates:
\begin{equation}
\int d^3p\,\frac{O(p)}{p^2X(\mathbf n)}
=\int_0^{2k_F}O(p)\,dp\int\frac{d\Omega}{X(\mathbf n)} .
\end{equation}
For a sphere the last integral is $4\pi$. At fixed $n$, $\nu$ and $\varepsilon$ this gives
\begin{equation}
\epsilon_x=-\frac{3k_F}{4\pi\varepsilon}\,\phi,\qquad
\phi=\left\langle\frac1X\right\rangle,
\label{general}
\end{equation}
where the brackets denote an average over all directions.

Silicon and germanium valleys have two equal transverse masses $m_t$ and a longitudinal mass $m_l$. With $\rho=m_t/m_l$, the scaled masses are $a_t=\rho^{1/3}$ and $a_l=\rho^{-2/3}$. If $\mu$ is the cosine of the angle to the long axis,
\begin{align}
\phi&=\int_0^1\frac{d\mu}{\rho^{1/3}(1-\mu^2)+\rho^{-2/3}\mu^2}
=\rho^{-1/3}\int_0^1\frac{d\mu}{1+\beta^2\mu^2}\nonumber\\
&=\rho^{-1/3}\,\frac{\arctan\beta}{\beta},\qquad \beta^2=\frac{1-\rho}{\rho}.
\end{align}
A right triangle with legs $\sqrt{1-\rho}$ and $\sqrt\rho$ has unit hypotenuse, so $\arctan\beta=\arcsin\sqrt{1-\rho}$. The powers of $\rho$ combine as $-1/3+1/2=1/6$:
\begin{equation}
\boxed{\;\phi(\rho)=\rho^{1/6}\,
\frac{\arcsin\sqrt{1-\rho}}{\sqrt{1-\rho}},\qquad \rho<1.\;}
\label{phi}
\end{equation}
For $\rho>1$ the integrand is $1/(1-\gamma^2\mu^2)$ with $\gamma^2=(\rho-1)/\rho$, and the same steps replace the fraction by ${\rm arcsinh}\sqrt{\rho-1}/\sqrt{\rho-1}$.

\subsection{Why the factor is at most one}

Stretching the occupied region separates some pairs of states and brings others closer, so the sign of the effect needs proof. Consider the surface $\sum_i a_ik_i^2=1$. Its radius in direction $\mathbf n$ is $X^{-1/2}$, so it encloses the volume $\frac13\int d\Omega\,X^{-3/2}$. Its semi-axes are $a_i^{-1/2}$, whose product is one, so the volume is also $4\pi/3$. Therefore $\langle X^{-3/2}\rangle=1$. Because $y^{3/2}$ is convex,
\begin{equation}
\phi^{3/2}=\langle X^{-1}\rangle^{3/2}\le\langle X^{-3/2}\rangle=1 .
\end{equation}
Equality requires $X$ to be the same in every direction, that is, equal masses. Any three unequal masses thus reduce the magnitude of exchange at fixed density.

\subsection{Weak and strong anisotropy}

Let $\lambda=\ln(m_l/m_t)$ be small, and write $a_i=e^{s_i}$ with $s_t=-\lambda/3$ and $s_l=2\lambda/3$. To second order,
\begin{equation}
\frac1X=1-\sum_i s_in_i^2-\frac12\sum_i s_i^2n_i^2
+\Big(\sum_i s_in_i^2\Big)^2 .
\end{equation}
The averages are $\langle n_i^2\rangle=1/3$, $\langle n_i^4\rangle=1/5$ and, for $i\ne j$, $\langle n_i^2n_j^2\rangle=1/15$. As $\sum_i s_i=0$, the linear term vanishes and the squared sum averages to $\frac{2}{15}\sum_i s_i^2$. With $\sum_i s_i^2=2\lambda^2/3$,
\begin{equation}
\phi\simeq1-\left(\frac16-\frac2{15}\right)\frac{2\lambda^2}{3}
=1-\frac{\lambda^2}{45}.
\label{small}
\end{equation}
There is no linear term and the coefficient is small, so moderate anisotropy costs little: Eq.~(\ref{phi}) gives a loss of 3, 5 and 9 percent for $m_l/m_t=3$, 5 and 8.

In the opposite limit, $\rho\to0$, the arcsine tends to $\pi/2$ and $\phi\to(\pi/2)\rho^{1/6}$. The factor vanishes, but slowly. Most rays leave a needle-shaped region through its side, so $\bar L$ scales with the transverse radius $\sqrt{a_t}\,k_F=\rho^{1/6}k_F$.

\section{Third case: finite temperature}

At temperature $T$ the occupation depends on energy alone, hence on $|\mathbf q|$ alone. The overlap $O(p)$ is then replaced by another function of $p$, and the separation that led to Eq.~(\ref{general}) still holds. The same $\phi$ multiplies the exchange energy of spherical valleys of mass $m_d$ at every temperature, within this first-order treatment.

The Maxwell limit confirms this by a different integral. Each component of $\mathbf k-\mathbf k'$ is then Gaussian with variance $2m_ik_BT$, which is $a_i$ in units of $2m_dk_BT$. Let $\mathbf P$ be $\mathbf k-\mathbf k'$ in the corresponding units. Use $1/P^2=\int_0^\infty ds\,e^{-sP^2}$ and the Gaussian average $\langle e^{-sP_i^2}\rangle=(1+2sa_i)^{-1/2}$. With $w=\sqrt{1+2sa_l}$, the mean inverse square separation in these units is
\begin{align}
\int_0^\infty\!\frac{ds}{(1+2sa_t)\sqrt{1+2sa_l}}
&=\frac1{a_l}\int_1^\infty\!\frac{dw}{1-\rho+\rho w^2}\nonumber\\
&=\frac{\rho^{2/3}}{\sqrt{\rho(1-\rho)}}
\left[\frac\pi2-\arctan\sqrt{\frac{\rho}{1-\rho}}\right].
\end{align}
The bracket equals $\arcsin\sqrt{1-\rho}$, so the result is $\phi(\rho)$. For equal masses the integral is one.

The spherical energy itself does depend on temperature. Averaging $1/|\mathbf q-\mathbf q'|^2$ over angles gives $\ln|(q+q')/(q-q')|/(2qq')$. The ratio of exchange at temperature $T$ to its zero-temperature value, at fixed density, is therefore
\begin{equation}
R_T=\frac{2}{k_F^4}\int_0^\infty\!\!\int_0^\infty qq'f(q)f(q')
\ln\left|\frac{q+q'}{q-q'}\right|dq\,dq',
\label{thermal}
\end{equation}
where $f$ is the Fermi function with its chemical potential fixed by the density.

\section{Where on the Fermi surface the shift acts}

An electron at $\mathbf k$ is shifted by $\Sigma_x=-\int d^3k'\,4\pi/[(2\pi)^3\varepsilon|\mathbf k-\mathbf k'|^2]$. Let $\hat{\mathbf q}$ be the direction of a Fermi-surface point in the scaled space. A ray from that point into the sphere has length $2k_F|\mathbf n\cdot\hat{\mathbf q}|$. Only half of the directions point inwards, and $X(\mathbf n)=X(-\mathbf n)$, so
\begin{equation}
\Sigma_x(\hat{\mathbf q})=-\frac{2k_F}{\pi\varepsilon}\,G(\hat{\mathbf q}),\qquad
G=\left\langle\frac{|\mathbf n\cdot\hat{\mathbf q}|}{X(\mathbf n)}\right\rangle .
\end{equation}
Averaged over $\hat{\mathbf q}$, $|\mathbf n\cdot\hat{\mathbf q}|$ gives $1/2$. The mean shift is $-k_F\phi/(\pi\varepsilon)=\frac43\epsilon_x$. This equals $d(n\epsilon_x)/dn$, as it must for an energy density proportional to $n^{4/3}$.

At the pole, on the heavy axis, $|\mathbf n\cdot\hat{\mathbf q}|=\mu$. At the equator the azimuthal average of $|\mathbf n\cdot\hat{\mathbf q}|$ is $(2/\pi)\sqrt{1-\mu^2}$. The two values are
\begin{align}
G_{\rm pole}&=\rho^{-1/3}\int_0^1\frac{\mu\,d\mu}{1+\beta^2\mu^2}
=\frac{\rho^{2/3}\ln(1/\rho)}{2(1-\rho)},\\
G_{\rm eq}&=\frac{2}{\pi}\rho^{-1/3}\int_0^1
\frac{\sqrt{1-\mu^2}}{1+\beta^2\mu^2}\,d\mu
=\frac{\rho^{1/6}}{1+\sqrt\rho}.
\end{align}
For the second, put $\mu=\sin\theta$, $t=\tan\theta$ and $c^2=1+\beta^2=1/\rho$. The integral becomes $\int_0^\infty dt/[(1+t^2)(1+c^2t^2)]=(\pi/2)/(1+c)$ by partial fractions. Both values tend to $1/2$ as $\rho\to1$, as a sphere requires.

\section{Silicon and germanium at one density}

Both materials are given $n=5\times10^{19}$ cm$^{-3}$, or $5\times10^{-5}$ per cubic angstrom. The masses (in electron masses) and permittivities are rough typical values: $m_t=0.19$, $m_l=0.92$, $\varepsilon=11.7$, $\nu=6$ for Si, and $m_t=0.082$, $m_l=1.59$, $\varepsilon=16$, $\nu=4$ for Ge. Equation~(\ref{phi}) gives
\begin{align}
\phi_{\rm Si}&=0.2065^{1/6}\,\frac{\arcsin\sqrt{0.7935}}{\sqrt{0.7935}}=0.949,\\
\phi_{\rm Ge}&=0.0516^{1/6}\,\frac{\arcsin\sqrt{0.9484}}{\sqrt{0.9484}}=0.841.
\end{align}
Anisotropy removes 5 percent of the spherical exchange energy in silicon and 16 percent in germanium. The weak-anisotropy formula (\ref{small}) gives 0.945 and 0.805, so it is serviceable for silicon but overstates the reduction in germanium.

For silicon, $k_F=(3\pi^2\times5\times10^{-5}/6)^{1/3}=0.0627$ per angstrom. Restoring units with $e^2/(4\pi\varepsilon_0)=14.40$ eV angstrom,
\begin{equation}
\epsilon_x=-\frac{3(0.0627)(14.40)}{4\pi(11.7)}\times0.949
=-0.0175\ {\rm eV}.
\end{equation}
The same steps for germanium complete the table; all entries are for zero temperature.

\begin{center}
\begin{tabular}{lrr}
 & Si & Ge\\ \hline
$k_F$ (1/angstrom) & 0.0627 & 0.0718\\
Fermi energy (eV) & 0.047 & 0.089\\
$\epsilon_x$, spherical (eV) & $-0.0184$ & $-0.0154$\\
$\epsilon_x$, ellipsoidal (eV) & $-0.0175$ & $-0.0130$\\
mean shift, $\frac43\epsilon_x$ (eV) & $-0.0233$ & $-0.0173$\\
shift at pole (eV) & $-0.0171$ & $-0.0089$\\
shift at equator (eV) & $-0.0260$ & $-0.0205$
\end{tabular}
\end{center}

The shift is deeper at the equator, so exchange favours moving electrons from the poles to the equator, towards a rounder Fermi surface. First-order theory omits this response. The difference between pole and equator is 19 percent of the Fermi energy in silicon and 13 percent in germanium, for the unscreened interaction used here. Letting the ellipsoid change its axis ratio at fixed volume, to minimize kinetic plus exchange energy, raises $\phi$ by about 0.01 and lowers the energy by about 0.0001 eV in both materials. These percentages overstate the real distortion, because the carriers screen strongly. The Thomas--Fermi wave number is $2.5k_F$ in silicon and $1.4k_F$ in germanium, and exchange with the Thomas--Fermi screened interaction gives a pole--equator difference of only about 1 and 2 percent of the Fermi energy. These numbers depend on the screening model: the full static response of all the ellipsoidal valleys gives below 1 and about 3 percent, and dynamic screening is not included in either.

\section{What the exchange energy leaves out}

Correlation and the attraction to donors can be sized with the density response $\Pi$ of $\nu$ spherical valleys of mass $m_d$. With $v=4\pi/(\varepsilon q^2)$ and $\Delta=[(\mathbf k+\mathbf q)^2-k^2]/(2m_d)$,
\begin{align}
\Pi(q,i\omega)&=2\nu\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}
\frac{2\Delta}{\Delta^2+\omega^2},\\
\epsilon_c&=\frac1{2n}\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}
\left[\ln(1+v\Pi)-v\Pi\right],\\
\epsilon_d&=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\frac{v^2\Pi(q,0)}{1+v\Pi(q,0)} .
\end{align}
The second line is the random-phase approximation (RPA), with $\omega$ running from $-\infty$ to $\infty$. At interaction strength $sv$, density fluctuations contribute $\frac12v[\Pi/(1+sv\Pi)-\Pi]$ beyond exchange, and integrating $s$ from 0 to 1 gives the bracket. The third line is half the interaction of a donor with the charge $v\Pi/(1+v\Pi)$ that it induces, for one ionized donor per electron at random positions.

Numerical quadrature gives $\epsilon_c=-0.012$ eV in silicon and $-0.005$ eV in germanium. The donor term is $-0.048$ and $-0.028$ eV per donor, about twice the exchange energy per electron in germanium and more than twice in silicon. In silicon it is as large as the Fermi energy, so linear response gives only its scale there. Ellipsoidal valleys leave $\epsilon_c$ unchanged to the digits shown and move the donor term to $-0.047$ and $-0.026$ eV. This energy per donor is not the shift of the electron levels. Adding electrons at a fixed donor density $N_d=n$ shifts the chemical potential by $N_d\,\partial\epsilon_d/\partial n$, which at zero temperature is about $-0.012$ eV in silicon and $-0.006$ eV in germanium for spherical valleys ($-0.011$ and $-0.006$ eV for ellipsoidal ones), smaller than the exchange shift $\frac43\epsilon_x$.

For intervalley exchange, I replace the separation of every pair of states by that of the two valley minima, $\mathbf K$. This is crude for opposite silicon valleys, which are 0.35 per angstrom apart while each ellipsoid reaches 0.11 per angstrom along the line joining them, but it suffices for an estimate of size. Each electron gains $-\frac12(n/2\nu)\sum4\pi/(\varepsilon K^2)$, summed over the other valleys. I take the shortest separations up to a reciprocal lattice vector, unit Bloch overlap, silicon minima at 0.85 of the way to the zone boundary, and lattice constants of 5.43 and 5.66 angstrom. The result is $-0.0004$ eV in silicon and $-0.0001$ eV in germanium. Dropping the screening altogether raises these to $-0.004$ and $-0.0014$ eV. In silicon the uncertainty of this term thus exceeds the anisotropy correction of 0.001 eV.

The density chosen is that of a heavily doped n-type contact layer, and is high for active donors in germanium. Such a layer works near 300 K, which breaks the zero-temperature assumption. Quadrature of Eq.~(\ref{thermal}) gives $R_T=0.57$ for silicon and 0.78 for germanium, so both exchange energies fall to about $-0.010$ eV while $\phi$ is unchanged for the ideal gas. Scattering by the donors is not in this picture. A Born estimate with statically screened donors gives a level width of 0.010 to 0.016 eV at the Fermi surface, about 0.3 of the Fermi energy in silicon and 0.1 to 0.2 in germanium, and larger at the equator than at the pole. In a real layer the occupation therefore depends on energy alone only approximately. In germanium, higher valleys also fill. With rough offsets of 0.14 eV (one $\Gamma$ valley, mass 0.04) and 0.19 eV (six $\Delta$ valleys, mass 0.32), Fermi statistics puts 0.04 and 0.8 percent of the L-valley population there. Real layers also contain the donors, whose term is the largest in the total energy. At zero temperature it shifts the chemical potential by one half (silicon) to one third (germanium) of the exchange shift. At 300 K the exchange shift $d(n\epsilon_x)/dn$ falls to $-0.017$ and $-0.016$ eV, and the donor shift is about 0.7 and 0.4 of it. Correlation adds a shift similar to that of the donors, $-0.014$ and $-0.006$ eV at zero temperature. The exchange shift must therefore not be read as the whole band-gap narrowing, which also includes the shift of the valence band.

Two changes leave $\phi$ intact. If nonparabolicity replaces $E$ by a function $\gamma(E)=\sum_ik_i^2/(2m_i)$, surfaces of constant energy remain the same ellipsoids. If strain moves all electrons of silicon into two of its six valleys at fixed total density, $k_F$ and the zero-temperature exchange energy grow by $3^{1/3}=1.44$, but the shape factor is the same as long as the strain leaves the valley masses unchanged, which shear strain does not. Warping, which makes the surfaces non-ellipsoidal, does invalidate Eq.~(\ref{phi}).

All numerical values are calculated from the stated model.
